\section*{Step bunching caused by immobile impurities during step-flow growth}

\section{What the calculation has to remember}

A calculation of step-flow growth on a surface that collects impurities needs a rule for the speed of each step. There are three candidates. One may slow all steps equally, using the mean impurity density. One may let each step respond to the present width of the terrace ahead of it. Or one may store, for every place on the surface, the time since a step last passed there. The first choice removes step bunching from the calculation altogether, because steps that are all slowed equally keep their distances. The second gives bunching at a rate that is nearly right only while the slowing is weak. The third is what the physics asks for, and in a simple model it can be solved.

The mechanism is a feedback through exposure time. A step that arrives late finds a surface that has collected more impurities, so it becomes later still. Behind it, it leaves a clean surface on which the following step has less to contend with. This argument needs several conditions, and the model makes them visible.

\section{The model and its central equation}

Straight steps move in the direction $+x$, and step $n+1$ is ahead of step $n$. Impurities land at a constant rate $R$ per area and time and stay where they land. A passing step buries them and leaves a clean surface. The step speed $v(c)$ decreases with the impurity density $c$ at the step edge and, for now, does not depend on terrace widths. This last assumption holds if attachment at the step is so slow that nearly all adatoms desorb first, or if the step is fed from a short distance only.

Let $T_n(x)$ be the time at which step $n$ passes the place $x$. The surface there was last cleaned by step $n+1$, so its exposure time is
\begin{equation}
D_n(x)=T_n(x)-T_{n+1}(x),\qquad c=R\,D_n .
\end{equation}
A step needs the time $dx/v$ to advance by $dx$. With $g(D)=1/v(RD)$, the time per length after exposure $D$,
\begin{equation}
\frac{dT_n}{dx}=g(D_n).
\end{equation}
Subtracting the same equation for step $n+1$ gives
\begin{equation}
\frac{dD_n}{dx}=g(D_n)-g(D_{n+1}).
\label{eq:chain}
\end{equation}
Since $v$ decreases with $c$, $g$ increases with $D$. An exposure longer than the one ahead of it therefore grows as the steps advance. Suppose that $D_n$ is too long and all others are equal. Then $D_n$ grows, while
\begin{equation}
\frac{dD_{n-1}}{dx}=g(D_{n-1})-g(D_n)<0 ,
\end{equation}
so the time between step $n$ and its follower shrinks. This is the catching up.

The relevant quantity is the time since the previous step passed the same place. A wide terrace is usually a sign of a long exposure, but the two agree only when speeds change little during one exposure. Equation~\eqref{eq:chain} also shows the direction of influence: a step is affected by the steps ahead of it, and never by those behind.

\section{A law for the delay}

Let each impurity hold a step segment of length $w$ for a time $t_h$. While the segment advances by $dx$ it sweeps the area $w\,dx$ and meets $c\,w\,dx$ impurities. The free travel time is $dx/v_0$, where $v_0$ is the speed on a clean surface, and the holding times add to it:
\begin{equation}
\frac1v=\frac1{v_0}+A c,\qquad A=w\,t_h .
\end{equation}
This counting holds for dilute impurities, whose holds do not overlap, and for a step stiff enough to remain straight on average. With $c=RD$ and $b=AR$,
\begin{equation}
g(D)=\frac1{v_0}+bD .
\end{equation}

In an evenly spaced train with spacing $L$, the exposure time is $\tau=L/v$. Inserting it gives
\begin{equation}
\frac1v=\frac1{v_0}+\frac{bL}{v}
\quad\Rightarrow\quad
\frac{1-bL}{v}=\frac1{v_0}
\quad\Rightarrow\quad
v=v_0(1-bL).
\label{eq:steady}
\end{equation}
For $bL\ge1$ there is no positive steady speed. A slower step then meets so many more impurities that no balance between exposure and delay exists.

\section{One late step}

Let the train enter at $x=0$ with equal exposures, except that step $m$ comes late and has the exposure $\tau(1+d)$. Write $D_n=\tau(1+u_n)$. Because $g$ is linear, Eq.~\eqref{eq:chain} becomes, without approximation,
\begin{equation}
\frac{du_n}{dx}=b\,(u_n-u_{n+1}).
\end{equation}
Steps ahead of $m$ are undisturbed, so $u_{m+1}=0$ and
\begin{equation}
\frac{du_m}{dx}=b\,u_m\quad\Rightarrow\quad u_m=d\,e^{bx}.
\end{equation}
For the $k$-th step behind, set $u_{m-k}=e^{bx}p_k(x)$. The derivative of the exponential cancels the term $b\,u_{m-k}$, leaving
\begin{equation}
\frac{dp_k}{dx}=-b\,p_{k-1},\qquad p_0=d,\qquad p_k(0)=0\ \ (k\ge1).
\end{equation}
Repeated integration gives $p_1=-d\,bx$, $p_2=d\,(bx)^2/2$, and in general
\begin{equation}
u_{m-k}=d\,\frac{(-bx)^k}{k!}\,e^{bx}.
\label{eq:late}
\end{equation}
The signs alternate: a long exposure is followed by a short one, then again by a long one. The sum over all $k$ is $d\,e^{-bx}e^{bx}=d$. Until the first contact between steps, those far behind thus keep the original delay $d\tau$; the instability redistributes time among the steps between.

The follower collides with the late step when its exposure vanishes, $u_{m-1}=-1$:
\begin{equation}
d\,bx\,e^{bx}=1\quad\Rightarrow\quad bx=W(1/d),
\label{eq:collision}
\end{equation}
where the Lambert function $W(z)$ is defined by $We^W=z$. After contact the follower moves over a freshly cleaned surface and could travel at nearly $v_0$, while the step in front of it still meets impurities. In this model the follower therefore stays in contact. For $d$ above about $0.035$ this is the collision nearest to $x=0$. For smaller $d$, $u_{m-3}$ reaches $-1$ at a smaller $x$, though not always at an earlier time, because $(bx)^3/6>bx$ once $bx>\sqrt6$. Since influence passes only backward, Eq.~\eqref{eq:collision} still holds for the follower of the late step. The equations above do not describe the growth of a bunch after contact.

\section{Numbers for a vicinal surface}

Take $L=60$ nm and a step height of $0.3$ nm, which is a miscut of $0.286^\circ$. Let $v_0=200$ nm/s, $R=10^{10}$ cm$^{-2}$\,s$^{-1}=10^{-4}$ nm$^{-2}$\,s$^{-1}$, $w=50$ nm and $t_h=0.1$ s. Then
\begin{align}
A&=50\times0.1=5\ \text{nm\,s}, & b&=5\times10^{-4}\ \text{nm}^{-1},\\
bL&=0.030, & v&=200\,(1-0.030)=194\ \text{nm/s},\\
\tau&=60/194=0.309\ \text{s}. &&
\end{align}
The impurities slow the even train by a mere 3\%. The density met by a step is $R\tau=3.1\times10^9$ cm$^{-2}$, or one impurity in a square of side 180 nm. At any moment the held fraction of a step is $Acv=bL$, or 3\%, so an impurity seldom acts on a place that is already held, as the dilute counting requires. A held segment can, however, fall behind by up to $vt_h\approx19$ nm, a third of a terrace, so for these values the straight step is only a rough picture.

Let one exposure be 20\% too long, $d=0.2$. After $x=1/b=2000$ nm, Eq.~\eqref{eq:late} gives
\begin{align}
D_m/\tau&=1+0.2\,e=1.544,\\
D_{m-1}/\tau&=1-0.2\,e=0.456,\\
D_{m-2}/\tau&=1+0.1\,e=1.272 .
\end{align}
A direct simulation can test this. An impurity density on a grid is filled at the rate $R$, read by the moving steps to find their speeds, and renewed where they pass. It gives the same three values to the digits shown.

The first collision follows from $W(5)=1.327$:
\begin{equation}
x=\frac{1.327}{5\times10^{-4}\ \text{nm}^{-1}}=2653\ \text{nm}.
\end{equation}
The simulation gives 2646 nm. It counts a collision as soon as both steps share a grid cell of 0.5 nm, which is slightly before true contact. Each advance by $L$ deposits one layer, so the collision comes after $2653/60=44$ layers, or 13 nm of film. A slowing of 3\% is enough because the feedback acts anew in every layer.

\section{Every wavelength, and any slowing law}

For a general $v(c)$, measure the strength of the slowing by
\begin{equation}
a=-\frac{d\ln v}{d\ln D}\bigg|_{D=\tau}.
\end{equation}
For the delay law, $a=\tau g'/g=\tau b v=bL$. Now disturb the positions at a given time, $x_n(t)=vt+nL+\delta_n(t)$. Step $n+1$ passed the place $x_n(t)$ at an earlier time $t'$, so
\begin{equation}
vt'+(n+1)L+\delta_{n+1}(t')=vt+nL+\delta_n(t).
\end{equation}
Solving for the exposure $D_n=t-t'$, and replacing $t'$ by $t-\tau$ inside the small term, gives to first order
\begin{equation}
D_n=\tau+\frac{\delta_{n+1}(t-\tau)-\delta_n(t)}{v}.
\end{equation}
The speed changes by $-(av/\tau)(D_n-\tau)$, hence
\begin{equation}
\frac{d\delta_n}{dt}=\frac a\tau\left[\delta_n(t)-\delta_{n+1}(t-\tau)\right].
\end{equation}
With $\delta_n\propto e^{i\theta n+st/\tau}$, where $s$ is the growth exponent per layer,
\begin{equation}
s=a\left(1-e^{i\theta-s}\right).
\label{eq:disp}
\end{equation}

For $0<a<1$ this has a growing solution at every $\theta$ between $0$ and $2\pi$. If $\mathrm{Re}\,s\ge0$, then $|e^{i\theta-s}|\le1$, and the right-hand side also has a non-negative real part. Its derivative has magnitude at most $a<1$. The right-hand side therefore maps the half-plane $\mathrm{Re}\,s\ge0$ into itself and brings any two points closer together, so the half-plane contains one solution. Could that solution be merely neutral? With $\mathrm{Re}\,s=0$, the real part of Eq.~\eqref{eq:disp} requires $e^{i\theta-s}=1$. Then $s=0$ and $\theta=0$, which is a common shift of all steps and no disturbance of the spacing.

If impurities speed the steps up, $a<0$. A solution with $\mathrm{Re}\,s\ge0$ would then make the right-hand side's real part zero or negative, and the same argument leaves only the common shift. All disturbances of the spacing decay. The sign of the response to impurities decides between bunching and evening out.

For small $a$, $s$ is small, $e^{-s}\approx1$, and
\begin{equation}
\mathrm{Re}\,s\approx a(1-\cos\theta).
\end{equation}
Growth is fastest at $\theta=\pi$, where steps pair. There, keeping one more order,
\begin{equation}
s=a(1+e^{-s})\approx a(2-s)\quad\Rightarrow\quad s\approx\frac{2a}{1+a}.
\end{equation}
For $a=0.030$ this is $0.058$; the full equation and the simulation both give $0.0583$. Pairing grows by a factor $e$ in 17 layers.

The opening question can now be answered with numbers. A calculation that uses the present width $w_n$ ahead of the step and sets $D_n=w_n/v$, with $v$ the steady speed, drops the delay in $\delta_{n+1}$. It gives $s=a(1-e^{i\theta})$, hence $2a=0.060$ for pairing. This is 3\% above the correct rate. At $a=0.15$ it gives $0.30$ instead of $0.265$, which is 13\% too high. For disturbances four or more steps long the error has the opposite sign: at $a=0.15$ and a length of six steps, present widths give $0.075$ instead of $0.097$. Present widths are adequate only for weak slowing; as $a$ grows, stored exposure times are needed.

The simulation was also run for other cases. With holding five times stronger, $a=0.150$, pairing grows at $0.265$ per layer and a disturbance six steps long at $0.097$. A different law, $v=v_0(1-c/c_*)$ with $c_*=R\times2.5$ s, has $a=0.162$ and grows at $0.284$. Impurities that speed steps up, $a=-0.090$, give decay at $-0.200$. Equation~\eqref{eq:disp} agrees with all four to the digits given.

\section{Why the impurities must accumulate}

Let impurities desorb after a mean lifetime $t_d$. Then $dc/dD=R-c/t_d$ with $c(0)=0$, so
\begin{equation}
c=R\,t_d\left(1-e^{-D/t_d}\right),\qquad
\frac{dg}{dD}=A\frac{dc}{dD}=b\,e^{-D/t_d}.
\end{equation}
When $t_d\ll\tau$ the density saturates long before the next step arrives. Impurities still slow the steps, but a longer exposure adds almost nothing, and the feedback vanishes. For the stronger holding above and $t_d=0.15$ s, $a$ falls from $0.150$ to $0.018$ and pairing growth from $0.265$ to $0.035$ per layer, in the formula and in the simulation. It is the dependence on exposure that causes bunching, not the presence of impurities as such.

Burial matters for the same reason. If impurities floated up through each passing step, their density would count the time since growth began, equal for all terraces. At any moment all steps would then have the same speed and would keep their distances.

\section{What opposes bunching}

Real step speeds also depend on widths. Let $f$ and $r$ be the relative changes of speed per relative change of the terrace width ahead and behind. These widths change by $\delta_{n+1}-\delta_n$ and $\delta_n-\delta_{n-1}$. Since $v\tau/L=1$, Eq.~\eqref{eq:disp} becomes
\begin{equation}
s=a(1-e^{i\theta-s})+f(e^{i\theta}-1)+r(1-e^{-i\theta}).
\end{equation}
For small $a$, $f$ and $r$ this gives $\mathrm{Re}\,s\approx(a-f+r)(1-\cos\theta)$. To this order the train is unstable when
\begin{equation}
a>f-r .
\end{equation}
For pairing, setting $s=0$ at $\theta=\pi$ gives $2a-2f+2r=0$, the same threshold without the small-$s$ approximation. With $r=0$ this threshold holds for every wavelength, since at $f=a$ the value $s=0$ solves the equation for all $\theta$. With $f=-r$, long disturbances remain unstable up to $f-r=a/(1-a)^2$, which is $0.208$ instead of $0.150$ at $a=0.15$.

Supply from the terrace ahead makes a step on a wide terrace faster. Consider a step that catches adatoms from its front side only, while adatoms desorb after travelling a typical distance $\lambda$. At distance $z$ from the step, the adatom density $q$, in units of its value far from any step, obeys $\lambda^2q''-q+1=0$. The step absorbs, $q(0)=0$, and the far end of the terrace of width $\ell$ passes no current, $q'(\ell)=0$. The solution and the supply are
\begin{equation}
q=1-\frac{\cosh[(\ell-z)/\lambda]}{\cosh(\ell/\lambda)},\qquad
\lambda^2q'(0)=\lambda\tanh(\ell/\lambda).
\end{equation}
Taking the logarithmic derivative at $\ell=L$, with $y=L/\lambda$,
\begin{equation}
f=\frac{y}{\sinh y\cosh y}=\frac{2y}{\sinh2y},\qquad r=0 .
\end{equation}
For the example, $f<a=0.030$ requires $\lambda<20$ nm. As $\lambda$ grows beyond $L$, $f$ tends to one and this supply effect far outweighs the impurities. If steps catch equally from both sides, $f=r$ and the two supply terms add up to $2if\sin\theta$. This vanishes for pairing, whose growth is unchanged. Long disturbances are shifted along the train instead, and when $f$ is not small they grow much more slowly. When every adatom is captured, the terrace areas that feed a step fix its speed, and the assumption that impurities set it fails.

Steps also repel elastically. With an energy $B/\ell^2$ per step length between neighbours, the terraces ahead ($\ell_+$) and behind ($\ell_-$) change the driving energy per attached atom, $kT\sigma$, by $2B\Omega(\ell_-^{-3}-\ell_+^{-3})$. Here $\Omega$ is the area per atom and $\sigma$ the relative supersaturation. For a speed proportional to the driving energy, expansion about $L$ gives
\begin{equation}
f=-r=\frac{6B\Omega}{L^3kT\sigma}.
\end{equation}
With $B=0.04$ eV\,nm, $\Omega=0.06$ nm$^2$, $\sigma=0.05$ and $kT=0.103$ eV at 1200 K, $f-r=2.6\times10^{-5}$, negligible beside $0.030$. At smaller spacing repulsion rises as $L^{-3}$ while $a=bL$ falls. They balance at
\begin{equation}
L=\left(\frac{12B\Omega}{b\,kT\sigma}\right)^{1/4}=10\ \text{nm}.
\end{equation}
With $b$, temperature and supersaturation held fixed, a more closely spaced train is stable in this model. The delay law, however, needs holds that are short compared with the exposure. With $t_h=0.1$ s this fails below about $L=20$ nm; at $10$ nm the exposure is only $0.05$ s and a held segment would lag by two terrace widths. The value of $10$ nm therefore applies only if the same $b$ comes from shorter holds.

\section{Beside a real process}

The example has a temperature of 1200 K and a growth rate of $0.3/0.309=0.97$ nm/s, or 58 nm per minute. These values, like the holding time and length, are chosen for illustration and do not describe a particular reactor. For silicon supplied as atoms, evaporation at 1200 K is only of order $10^{-4}$ layers per second, so three layers per second would mean a supersaturation of order $10^4$ rather than $0.05$, and step repulsion would matter even less. A small $\sigma$ at this growth rate needs a fast reverse reaction, such as etching by the vapour. The buried impurity density, $1.0\times10^{17}$ cm$^{-3}$, is high for a clean device layer. Ten times fewer impurities, with the holding unchanged, make $b$ ten times smaller and the collision distance ten times longer: about 130 nm of film instead of 13 nm. The assumption most in doubt is the short supply range. Adatoms on clean silicon can travel much farther than 20 nm at such temperatures, and with fast capture from the front side only, the predicted bunching would then disappear. Whether the mechanism acts in a given reactor thus depends on how its steps are fed.

Immobility is a strong demand too. With an attempt frequency of $10^{13}$ s$^{-1}$, fewer than one hop per exposure requires a barrier above $kT\ln(10^{13}\times0.309)=3.0$ eV. This is sufficient rather than necessary, since a few hops do not carry an impurity across a terrace.

No deliberate late step is needed to start the process. A straight step 10 $\mu$m long meets on average $N=18.6$ impurities per layer. Their mean total delay is $a\tau$, and for random arrivals its relative scatter is $1/\sqrt N$. The passage time thus fluctuates by roughly $0.030/\sqrt{18.6}=0.7\%$ of $\tau$ in each layer, and the instability amplifies these differences. The numerical output lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
step spacing L = 60 nm, step height = 0.3 nm
miscut angle = 0.286 degrees
clean step speed v0 = 200 nm/s
impurity arrival R = 1.0e+10 cm^-2 s^-1
same arrival as pressure (mass 28 u, all stick) = 5.2e-11 Torr
held segment = 50 nm, holding time = 0.1 s
A = 5.00 nm s, b = 5.00e-04 nm^-1
slowing exponent a = b L = 0.0300
steady step speed = 194.0 nm/s
exposure time tau = 0.3093 s
film growth rate = 0.970 nm/s
impurity density met by a step = 3.09e+09 cm^-2
mean impurity distance = 180 nm
impurities buried in film = 1.03e+17 cm^-3
spacing with no steady speed above = 2000 nm
pairing growth s, formula = 0.0583 per layer
pairing growth s, simulated = 0.0583 per layer
layers per e-fold of pairing = 17.2
extra exposure of late step = 20 %
after x = 2000 nm, exposures / tau (formula; simulated):
  step before: 1.000; 1.000
  late step: 1.544; 1.544
  follower: 0.456; 0.456
  next one: 1.272; 1.272
b x at collision = 1.3267
collision distance, formula = 2653 nm
collision distance, simulated = 2646 nm
layers to collision = 44.2
film thickness to collision = 13.3 nm
test cases: a; simulated s; formula s (per layer)
  strong pairing: 0.150; 0.265; 0.265
  strong six steps: 0.150; 0.097; 0.097
  linear slowing: 0.162; 0.284; 0.284
  desorbing: 0.018; 0.035; 0.035
  speeding: -0.090; -0.200; -0.200
  weak supply term: 0.150; 0.176; 0.176
  strong repulsion: 0.150; -0.086; -0.086
impurities met per layer by 10 um step = 18.6
arrival noise per layer = 0.70 % of tau
temperature = 1200 K, kT = 0.1034 eV
attempt frequency = 1e+13 s^-1
barrier for one hop per exposure = 2.97 eV
largest diffusion length, one-sided = 20.0 nm
repulsion 0.04 eV nm, site 0.06 nm^2, sigma 0.05
repulsion term f - r = 2.58e-05 (compare a)
repulsion stabilises below spacing = 10.3 nm
\end{verbatim}
